**Weibull and lognormal breakdown laws: early quantiles and area scaling**

The program compares a Weibull law of shape β with a lognormal law of log-width σ that has the same median t50 and the same central slope. For a product of N independent test areas and allowed failure probability p, the lognormal-to-Weibull lifetime ratio is exp(D/β), where D depends only on p and N. The program asserts the central matching, the second-order gap, the early quantiles by integrating the densities, and the ratio law at four values of β. It also asserts the local Weibull-plot slope by finite differences, the area scaling against simulated minima, and the moments of the large-sample lognormal fit. For β = 2, t50 = 10⁷ h, N = 1000 and p = 1 ppm, the output gives 380 h for Weibull and 3.17 × 10⁵ h for lognormal, on opposite sides of a ten-year target. In 200 synthetic trials per case, likelihood selection from one area chose the wrong law in 11.0% (Weibull truth) and 13.5% (lognormal truth) of trials. With the same number of structures split between two areas, these rates fell to 0.5% and 2.5%, and the program asserts that both decrease.

## Program and output

```python
"""
Result under test: Weibull and lognormal breakdown laws with the same median
and the same central slope have early quantiles whose ratio is exp(D/beta).
Under weakest-link area scaling Weibull keeps its shape; lognormal does not.
Symbols: beta = Weibull shape, sigma = lognormal log-width, t50 = median time,
x = ln(t/t50), N = product area / test area, p = allowed product failure,
H = -ln(1-p)/N, q = 1-exp(-H) = matching test-structure failure probability.
All model times are in hours; independent, equally stressed areas are assumed.
"""
import numpy as np
from scipy import constants, stats
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import log_ndtr, ndtr, ndtri

LN2 = np.log(2.0)
beta, t50, area_ratio, p_target = 2.0, 1.0e7, 1000, 1.0e-6
hours_per_year = constants.Julian_year / constants.hour
width_product = 2.0 / (LN2 * np.sqrt(2.0 * np.pi))
sigma = width_product / beta
eta = t50 / LN2 ** (1.0 / beta)


def required_hazard(p, n):
    return -np.log1p(-p) / n


def x_weibull(p, n):
    return np.log(required_hazard(p, n) / LN2) / beta


def x_lognormal(p, n):
    q = -np.expm1(-required_hazard(p, n))
    return sigma * ndtri(q)


def density_weibull(x):
    g = LN2 * np.exp(beta * x)
    return beta * g * np.exp(-g)


def density_lognormal(x):
    return np.exp(-0.5 * (x / sigma) ** 2) / (sigma * np.sqrt(2 * np.pi))


# Central agreement, using library distributions and numerical derivatives.
law_w = stats.weibull_min(beta, scale=eta)
law_l = stats.lognorm(sigma, scale=t50)
step = 1.0e-4
slopes = [(law.cdf(t50 * np.exp(step)) - law.cdf(t50 * np.exp(-step)))
          / (2 * step) for law in (law_w, law_l)]
assert abs(law_w.cdf(t50) - 0.5) < 1e-12
assert abs(law_l.cdf(t50) - 0.5) < 1e-12
assert abs(slopes[0] / slopes[1] - 1) < 1e-6
gap_coefficient = LN2 * (1 - LN2) / 4
u = 0.05
small_gap = law_w.cdf(t50 * np.exp(u / beta)) - law_l.cdf(t50 * np.exp(u / beta))
assert abs(small_gap / (gap_coefficient * u**2) - 1) < 0.02
x_grid = np.linspace(-10 / beta, 5 / beta, 20001)
max_gap = np.max(np.abs(law_w.cdf(t50 * np.exp(x_grid))
                        - law_l.cdf(t50 * np.exp(x_grid))))

# Early quantiles, checked by integrating each density over log time.
for n in (1, area_ratio):
    for density, x_end, reach in (
            (density_weibull, x_weibull(p_target, n), 40 / beta),
            (density_lognormal, x_lognormal(p_target, n), 8 * sigma)):
        q_integral = quad(density, x_end - reach, x_end,
                          epsabs=0, epsrel=1e-10, limit=200)[0]
        p_product = -np.expm1(n * np.log1p(-q_integral))
        assert abs(p_product / p_target - 1) < 1e-7

# The ratio law, checked for different shapes with library quantiles.
D_test = beta * (x_lognormal(p_target, 1) - x_weibull(p_target, 1))
D_product = beta * (x_lognormal(p_target, area_ratio)
                    - x_weibull(p_target, area_ratio))
q_product = -np.expm1(-required_hazard(p_target, area_ratio))
ratio_by_shape = {}
for shape in (1.0, 2.0, 4.0, 10.0):
    tw = stats.weibull_min.ppf(q_product, shape, scale=LN2 ** (-1 / shape))
    tl = stats.lognorm.ppf(q_product, width_product / shape)
    ratio_by_shape[shape] = tl / tw
    assert abs(np.log(tl / tw) - D_product / shape) < 1e-7


# Local slope on a Weibull plot, ln(-ln(1-F)) against ln(t).
def lognormal_local_slope(q):
    z = ndtri(q)
    return stats.norm.pdf(z) / (sigma * (1 - q) * (-np.log1p(-q)))


def weibull_ordinate(x):
    return np.log(-np.log1p(-ndtr(x / sigma)))


for q in (0.5, 1e-6, 1e-9):
    x = sigma * ndtri(q)
    numerical = (weibull_ordinate(x + step) - weibull_ordinate(x - step)) / (2 * step)
    assert abs(numerical / lognormal_local_slope(q) - 1) < 1e-5
deep_slope = (log_ndtr(-30 + step) - log_ndtr(-30 - step)) / (2 * step)
assert abs(deep_slope / 30 - 1) < 0.002

# Actual minima of many independent areas test the scaling of both laws.
rng = np.random.default_rng(41723)
trials = 4000
minimum_w = np.log(rng.exponential(size=(trials, area_ratio)).min(axis=1) / LN2) / beta
minimum_l = sigma * rng.standard_normal((trials, area_ratio)).min(axis=1)
levels = np.array([0.1, 0.5, 0.9])
sample_w = np.quantile(minimum_w, levels)
sample_l = np.quantile(minimum_l, levels)
assert np.max(np.abs(sample_w - x_weibull(levels, area_ratio))) < 0.10
assert np.max(np.abs(sample_l - x_lognormal(levels, area_ratio))) < 0.04
shift_w = np.exp(x_weibull(0.5, area_ratio))
shift_l = np.exp(x_lognormal(0.5, area_ratio))
assert abs(shift_w / area_ratio ** (-1 / beta) - 1) < 1e-12
x10, x50, x90 = x_lognormal(levels, area_ratio)
asymmetry = (x50 - x10) / (x90 - x50)
sample_asymmetry = (sample_l[1] - sample_l[0]) / (sample_l[2] - sample_l[1])
assert sample_asymmetry > 1.2

# Large-sample lognormal fit to Weibull data: match the mean and variance of x.
mean_fit = (-np.euler_gamma - np.log(LN2)) / beta
sigma_fit = np.pi / (np.sqrt(6) * beta)
mean_integral = quad(lambda x: x * density_weibull(x), -40 / beta, 6 / beta)[0]
var_integral = quad(lambda x: (x - mean_integral) ** 2 * density_weibull(x),
                    -40 / beta, 6 / beta)[0]
assert abs(mean_integral - mean_fit) < 1e-7
assert abs(np.sqrt(var_integral) - sigma_fit) < 1e-7
x_fit = mean_fit + sigma_fit * ndtri(q_product)
ratio_fit = np.exp(x_fit - x_weibull(p_target, area_ratio))
assert ratio_fit > 100


# Can likelihood identify the law from one area, or from two areas?
def negative_loglik(parameters, x, areas, family):
    location, log_width = parameters
    w = (x - location) / np.exp(log_width)
    if family == "Weibull":
        w = np.minimum(w, 50)
        value = np.log(areas) + w - areas * np.exp(w) - log_width
    else:
        value = (np.log(areas) + (areas - 1) * log_ndtr(-w)
                 - 0.5 * w**2 - 0.5 * np.log(2 * np.pi) - log_width)
    return -np.sum(value)


def best_loglik(x, areas, family):
    small = x[areas == 1]
    start = [small.mean(), np.log(small.std())]
    if family == "Weibull":
        width = 0.78 * small.std()
        start = [small.mean() + 0.577 * width, np.log(width)]
    fit = minimize(negative_loglik, start, args=(x, areas, family),
                   method="Nelder-Mead", options={"xatol": 1e-3, "fatol": 1e-3})
    assert fit.success
    return -fit.fun


def draw_minima(family, count, n):
    if family == "Weibull":
        return np.log(rng.exponential(size=(count, n)).min(axis=1) / LN2) / beta
    return sigma * rng.standard_normal((count, n)).min(axis=1)


repeats, large_area = 200, 100
wrong = {}
for truth, rival in (("Weibull", "lognormal"), ("lognormal", "Weibull")):
    for design, sizes in (("one area", (1, 1)), ("two areas", (1, large_area))):
        mistakes = 0
        areas = np.repeat(np.array(sizes, dtype=float), 20)
        for _ in range(repeats):
            x = np.concatenate([draw_minima(truth, 20, n) for n in sizes])
            mistakes += best_loglik(x, areas, truth) <= best_loglik(x, areas, rival)
        wrong[truth, design] = mistakes / repeats
    assert wrong[truth, "two areas"] < wrong[truth, "one area"]

tw_test = t50 * np.exp(x_weibull(p_target, 1))
tl_test = t50 * np.exp(x_lognormal(p_target, 1))
tw_product = t50 * np.exp(x_weibull(p_target, area_ratio))
tl_product = t50 * np.exp(x_lognormal(p_target, area_ratio))
hybrid = tl_test * area_ratio ** (-1 / beta)
target = 10 * hours_per_year
assert tw_product < target < tl_product

print(f"Weibull shape beta: {beta:.1f} (dimensionless)")
print(f"common median t50: {t50:.3e} h")
print(f"Weibull scale eta: {eta:.4e} h")
print(f"product/test area ratio N: {area_ratio} (dimensionless)")
print(f"allowed product failure: {p_target * 1e6:.1f} ppm")
print(f"matched beta*sigma: {width_product:.4f} (dimensionless)")
print(f"matched sigma: {sigma:.4f} (dimensionless)")
print(f"common central slope dF/dln(t): {slopes[0]:.4f} (dimensionless)")
print(f"quadratic gap coefficient: {gap_coefficient:.5f} (dimensionless)")
print(f"largest CDF gap: {100 * max_gap:.2f} percentage points")
print(f"required single-structure failure q: {q_product:.4e} (probability)")
print(f"normal quantile at 1 ppm: {ndtri(p_target):.4f} (dimensionless)")
print(f"normal quantile at q: {ndtri(q_product):.4f} (dimensionless)")
print(f"Weibull test-area 1 ppm life: {tw_test:.4e} h")
print(f"lognormal test-area 1 ppm life: {tl_test:.4e} h")
print(f"test-area life ratio: {tl_test / tw_test:.2f} (dimensionless)")
print(f"Weibull product 1 ppm life: {tw_product:.2f} h")
print(f"Weibull product life converted: {tw_product / hours_per_year:.4f} years")
print(f"lognormal product 1 ppm life: {tl_product:.4e} h")
print(f"lognormal product life converted: {tl_product / hours_per_year:.2f} years")
print(f"product life ratio: {tl_product / tw_product:.1f} (dimensionless)")
print(f"ten-year target: {target:.0f} h")
print(f"mistaken hybrid product life: {hybrid:.4e} h")
print(f"D for test area at 1 ppm: {D_test:.4f} (dimensionless)")
print(f"D for product at 1 ppm: {D_product:.4f} (dimensionless)")
for shape, ratio in ratio_by_shape.items():
    print(f"product life ratio at beta={shape:.0f}: {ratio:.4g} (dimensionless)")
print(f"Weibull median factor for N: {shift_w:.5f} (dimensionless)")
print(f"lognormal median factor for N: {shift_l:.5f} (dimensionless)")
for q in (0.5, 1e-6, 1e-9):
    print(f"lognormal local slope at F={q:g}: {lognormal_local_slope(q):.3f} (dimensionless)")
print(f"lognormal minimum, lower/upper log spread: {asymmetry:.3f} (dimensionless)")
print(f"same spread ratio, simulated: {sample_asymmetry:.3f} (dimensionless)")
print(f"likelihood-fit lognormal sigma: {sigma_fit:.4f} (dimensionless)")
print(f"likelihood-fit lognormal median: {t50 * np.exp(mean_fit):.4e} h")
print(f"likelihood-fit product life: {t50 * np.exp(x_fit):.4e} h")
print(f"likelihood-fit/Weibull life ratio: {ratio_fit:.1f} (dimensionless)")
print(f"selection trials per case: {repeats} (count)")
print(f"structures per selection trial: {len(areas)} (count)")
print(f"large/small area in selection test: {large_area} (dimensionless)")
for (truth, design), rate in wrong.items():
    print(f"wrong choice, {truth} truth, {design}: {100 * rate:.1f} %")
print("all good")
```

It prints:

```
Weibull shape beta: 2.0 (dimensionless)
common median t50: 1.000e+07 h
Weibull scale eta: 1.2011e+07 h
product/test area ratio N: 1000 (dimensionless)
allowed product failure: 1.0 ppm
matched beta*sigma: 1.1511 (dimensionless)
matched sigma: 0.5756 (dimensionless)
common central slope dF/dln(t): 0.6931 (dimensionless)
quadratic gap coefficient: 0.05317 (dimensionless)
largest CDF gap: 5.18 percentage points
required single-structure failure q: 1.0000e-09 (probability)
normal quantile at 1 ppm: -4.7534 (dimensionless)
normal quantile at q: -5.9978 (dimensionless)
Weibull test-area 1 ppm life: 1.2011e+04 h
lognormal test-area 1 ppm life: 6.4839e+05 h
test-area life ratio: 53.98 (dimensionless)
Weibull product 1 ppm life: 379.83 h
Weibull product life converted: 0.0433 years
lognormal product 1 ppm life: 3.1681e+05 h
lognormal product life converted: 36.14 years
product life ratio: 834.1 (dimensionless)
ten-year target: 87660 h
mistaken hybrid product life: 2.0504e+04 h
D for test area at 1 ppm: 7.9773 (dimensionless)
D for product at 1 ppm: 13.4527 (dimensionless)
product life ratio at beta=1: 6.957e+05 (dimensionless)
product life ratio at beta=2: 834.1 (dimensionless)
product life ratio at beta=4: 28.88 (dimensionless)
product life ratio at beta=10: 3.839 (dimensionless)
Weibull median factor for N: 0.03162 (dimensionless)
lognormal median factor for N: 0.15876 (dimensionless)
lognormal local slope at F=0.5: 2.000 (dimensionless)
lognormal local slope at F=1e-06: 8.598 (dimensionless)
lognormal local slope at F=1e-09: 10.696 (dimensionless)
lognormal minimum, lower/upper log spread: 1.397 (dimensionless)
same spread ratio, simulated: 1.352 (dimensionless)
likelihood-fit lognormal sigma: 0.6413 (dimensionless)
likelihood-fit lognormal median: 9.0001e+06 h
likelihood-fit product life: 1.9224e+05 h
likelihood-fit/Weibull life ratio: 506.1 (dimensionless)
selection trials per case: 200 (count)
structures per selection trial: 40 (count)
large/small area in selection test: 100 (dimensionless)
wrong choice, Weibull truth, one area: 11.0 %
wrong choice, Weibull truth, two areas: 0.5 %
wrong choice, lognormal truth, one area: 13.5 %
wrong choice, lognormal truth, two areas: 2.5 %
all good
```
